# The Inverse One-Sixth Oxygen-Pressure Law for Electrons in Reduced Oxides: verification in Python

```python
# Result under test: for an oxide in equilibrium with O2 at fixed temperature,
# with charge balance n = 2 v (electrons, doubly charged oxygen vacancies),
#   n = (2 K)^(1/3) (p/p0)^(-1/6),  K = N_s N_c^2 exp(-g0/kT).
# N_s: oxygen-site density; N_c: effective conduction-band density;
# g0: free energy to remove one O into gas at p0, electrons at band edge.
# Numbers are in eV and angstrom (A). x is the electron chemical potential
# divided by kT, measured from the conduction-band edge.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln

kT = 0.12
g0 = 3.0
mass = 1.0
N_s = 0.05
gap = 5.0
bind_one = 0.10      # energy binding one electron to a vacancy
bind_two = 0.15      # total energy binding two electrons
bind_two_deep = 2.0  # same, for the test with many neutral vacancies
acceptors = 1e-8
polaron_sites = 0.025
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e20
N_c = 2 * (mass * kT / (2 * np.pi * hbar2_over_m))**1.5
K = N_s * N_c**2 * np.exp(-g0 / kT)


def law(p_ratio):
    return (2 * K)**(1 / 3) * p_ratio**(-1 / 6)


# Band density from an explicit sum over plane waves in a periodic box.
box = 200.0
waves = 2 * np.pi * np.arange(-100, 101) / box
one_axis = np.exp(-hbar2_over_m * waves**2 / (2 * mass * kT)).sum()
N_c_sum = 2 * (one_axis / box)**3
assert abs(N_c_sum / N_c - 1) < 1e-10


# Gas: chemical potential and pressure from the N-molecule partition function.
def gas_free_energy(number, volume):
    return -kT * (number * np.log(1e3 * volume) - gammaln(number + 1))


def gas_state(number, volume):
    mu = gas_free_energy(number + 1, volume) - gas_free_energy(number, volume)
    step = 1e-4 * volume
    pressure = -(gas_free_energy(number, volume + step)
                 - gas_free_energy(number, volume - step)) / (2 * step)
    return mu, pressure


mu_a, p_a = gas_state(1e5, 1e9)
mu_b, p_b = gas_state(2e5, 1e13)
oxygen_shift = 0.5 * (mu_b - mu_a)
assert abs(oxygen_shift - 0.5 * kT * np.log(p_b / p_a)) < 1e-5


# Neutral finite crystal: explicit sum over the number of vacancies.
# No chemical potential of electrons and no mass-action law is used.
def summed_density(p_ratio, volume, polarons=False):
    j = np.arange(1, 600001, dtype=float)
    sites = N_s * volume
    removal = g0 / kT + 0.5 * np.log(p_ratio)
    log_weight = np.cumsum(np.log((sites - j + 1) / j)) - j * removal
    electrons = 2 * j
    if polarons:
        places = polaron_sites * volume
        log_weight += (gammaln(places + 1) - gammaln(electrons + 1)
                       - gammaln(places - electrons + 1)
                       + electrons * np.log(2))
    else:
        log_weight += (electrons * np.log(N_c_sum * volume)
                       - gammaln(electrons + 1))
    weight = np.exp(log_weight - log_weight.max())
    return (electrons * weight).sum() / weight.sum() / volume


n_sum_high = summed_density(1.0, 1e11)
n_sum_low = summed_density(1e-6, 1e11)
# Tolerance covers the finite crystal and the finite vacancy fraction.
assert abs(n_sum_high / law(1.0) - 1) < 1e-4
assert abs(n_sum_low / law(1e-6) - 1) < 1e-4
slope_sum = np.log(n_sum_low / n_sum_high) / np.log(1e-6)
slope_polaron = np.log(summed_density(1e-2, 1e9, True)
                       / summed_density(1.0, 1e9, True)) / np.log(1e-2)
assert abs(slope_sum + 1 / 6) < 1e-4
assert abs(slope_polaron + 1 / 6) < 1e-3

# Fuller model: all vacancy charges, site exclusion, holes, fixed dopants.
t = np.linspace(0, 9, 1801)


def electron_density(x, fermi):
    if not fermi:
        return N_c * np.exp(x)
    # t is the square root of (electron energy / kT).
    values = t**2 * np.exp(-t**2) / (np.exp(-x) + np.exp(-t**2))
    return N_c * 4 / np.sqrt(np.pi) * values.sum() * (t[1] - t[0])


def equilibrium(p_ratio, b1=bind_one, b2=bind_two, A=acceptors, fermi=True):
    removal = g0 / kT + 0.5 * np.log(p_ratio)

    def densities(x):
        w2 = np.exp(-removal - 2 * x)
        w1 = 2 * np.exp(-removal - x + b1 / kT)
        w0 = np.exp(-removal + b2 / kT)
        total = 1 + w0 + w1 + w2
        holes = N_c * np.exp(-gap / kT - x)
        return (electron_density(x, fermi), N_s * w2 / total,
                N_s * w1 / total, N_s * w0 / total, holes)

    def charge(x):
        n, v2, v1, v0, h = densities(x)
        return 2 * v2 + v1 + h - n - A

    return densities(brentq(charge, -40, 5, xtol=1e-13, rtol=1e-13))


def slope(p_ratio, **options):
    step = 0.01
    up = equilibrium(p_ratio * np.exp(step), **options)[0]
    down = equilibrium(p_ratio * np.exp(-step), **options)[0]
    return np.log(up / down) / (2 * step)


# General local exponent, on a case where several species matter.
mixed = dict(b1=0.3, A=4e-7, fermi=False)
n, v2, v1, v0, h = equilibrium(1e-3, **mixed)
slope_formula = -(v2 + v1 / 2) / (4 * v2 + v1 + h + n)
slope_mixed = slope(1e-3, **mixed)
assert abs(slope_mixed - slope_formula) < 1e-4
assert abs(slope_formula + 1 / 6) > 5e-3

# Limiting regimes, and the harmlessness of dilute neutral vacancies.
slope_acceptor = slope(1.0, A=1e-5)
slope_single = slope(1.0, b1=1.5, fermi=False)
slope_donor = slope(1.0, A=-1e-5)
assert abs(slope_acceptor + 0.25) < 2e-3
assert abs(slope_single + 0.25) < 2e-3
assert abs(slope_donor) < 1e-3
many_neutral = equilibrium(1.0, b2=bind_two_deep)
few_neutral = equilibrium(1.0)
assert many_neutral[3] > 10 * many_neutral[1]
assert abs(many_neutral[0] / few_neutral[0] - 1) < 1e-3

print(f"thermal energy kT = {kT:.2f} eV")
print(f"same as temperature = {kT * const.e / const.k:.0f} K")
print(f"removal free energy g0 = {g0:.2f} eV")
print(f"band mass = {mass:.1f} electron masses")
print(f"oxygen-site density N_s = {N_s:.3f} A^-3")
print(f"band gap = {gap:.1f} eV")
print(f"binding of one electron = {bind_one:.2f} eV")
print(f"total binding of two electrons = {bind_two:.2f} eV")
print(f"acceptor density in table = {acceptors:.1e} A^-3")
print(f"hbar^2/m_e = {hbar2_over_m:.4f} eV A^2")
print(f"N_c from formula = {N_c:.5e} A^-3")
print(f"N_c from plane-wave sum = {N_c_sum:.5e} A^-3")
print(f"exp(-g0/kT) = {np.exp(-g0 / kT):.4e} (no unit)")
print(f"K = {K:.4e} A^-9")
print(f"law: n at p/p0=1 = {law(1.0):.5e} A^-3")
print(f"same in cm^-3 = {law(1.0) * 1e24:.3e} cm^-3")
print(f"law: vacancies at p/p0=1 = {law(1.0) / 2:.4e} A^-3")
print(f"explicit sum: n at p/p0=1 = {n_sum_high:.5e} A^-3")
print(f"law: n at p/p0=1e-6 = {law(1e-6):.5e} A^-3")
print(f"same in cm^-3 = {law(1e-6) * 1e24:.3e} cm^-3")
print(f"explicit sum: n at p/p0=1e-6 = {n_sum_low:.5e} A^-3")
print(f"exponent from explicit sum = {slope_sum:.5f} (no unit)")
print(f"exponent, small polarons = {slope_polaron:.5f} (no unit)")
print("fuller model; densities in A^-3, other columns without unit")
print("p/p0   n_law      n_full     n_full/n_law  exponent  v1/v2   n/N_c")
for p_ratio in (1.0, 1e-2, 1e-4, 1e-6, 1e-8, 1e-10, 1e-12):
    n, v2, v1, v0, h = equilibrium(p_ratio)
    local = slope(p_ratio)
    if p_ratio >= 1e-6:
        assert abs(local + 1 / 6) < 3e-3
        assert abs(n / law(p_ratio) - 1) < 0.03
    if p_ratio == 1e-12:
        assert local < -0.172
    print(f"{p_ratio:.0e}  {law(p_ratio):.3e}  {n:.3e}  "
          f"{n / law(p_ratio):.4f}        {local:.4f}   "
          f"{v1 / v2:.4f}  {n / N_c:.4f}")
print(f"mixed case exponent, numerical = {slope_mixed:.5f} (no unit)")
print(f"mixed case exponent, formula = {slope_formula:.5f} (no unit)")
print(f"exponent, acceptors 1e-5 A^-3 = {slope_acceptor:.4f} (no unit)")
print(f"exponent, singly charged only = {slope_single:.4f} (no unit)")
print(f"exponent, donors 1e-5 A^-3 = {slope_donor:.5f} (no unit)")
print(f"neutral/doubly charged vacancies, binding {bind_two_deep:.1f} eV = "
      f"{many_neutral[3] / many_neutral[1]:.1f} (no unit)")
print("relative change of n caused by them = "
      f"{many_neutral[0] / few_neutral[0] - 1:.1e} (no unit)")
print("tests ok")
```

It prints:

```
thermal energy kT = 0.12 eV
same as temperature = 1393 K
removal free energy g0 = 3.00 eV
band mass = 1.0 electron masses
oxygen-site density N_s = 0.050 A^-3
band gap = 5.0 eV
binding of one electron = 0.10 eV
total binding of two electrons = 0.15 eV
acceptor density in table = 1.0e-08 A^-3
hbar^2/m_e = 7.6200 eV A^2
N_c from formula = 2.50959e-04 A^-3
N_c from plane-wave sum = 2.50959e-04 A^-3
exp(-g0/kT) = 1.3888e-11 (no unit)
K = 4.3733e-20 A^-9
law: n at p/p0=1 = 4.43896e-07 A^-3
same in cm^-3 = 4.439e+17 cm^-3
law: vacancies at p/p0=1 = 2.2195e-07 A^-3
explicit sum: n at p/p0=1 = 4.43892e-07 A^-3
law: n at p/p0=1e-6 = 4.43896e-06 A^-3
same in cm^-3 = 4.439e+18 cm^-3
explicit sum: n at p/p0=1e-6 = 4.43889e-06 A^-3
exponent from explicit sum = -0.16667 (no unit)
exponent, small polarons = -0.16656 (no unit)
fuller model; densities in A^-3, other columns without unit
p/p0   n_law      n_full     n_full/n_law  exponent  v1/v2   n/N_c
1e+00  4.439e-07  4.410e-07  0.9935        -0.1681   0.0081  0.0018
1e-02  9.563e-07  9.549e-07  0.9985        -0.1676   0.0175  0.0038
1e-04  2.060e-06  2.066e-06  1.0027        -0.1677   0.0380  0.0082
1e-06  4.439e-06  4.477e-06  1.0086        -0.1683   0.0826  0.0178
1e-08  9.563e-06  9.751e-06  1.0196        -0.1699   0.1813  0.0389
1e-10  2.060e-05  2.147e-05  1.0421        -0.1732   0.4058  0.0856
1e-12  4.439e-05  4.827e-05  1.0873        -0.1790   0.9472  0.1923
mixed case exponent, numerical = -0.18475 (no unit)
mixed case exponent, formula = -0.18475 (no unit)
exponent, acceptors 1e-5 A^-3 = -0.2489 (no unit)
exponent, singly charged only = -0.2501 (no unit)
exponent, donors 1e-5 A^-3 = -0.00005 (no unit)
neutral/doubly charged vacancies, binding 2.0 eV = 53.5 (no unit)
relative change of n caused by them = -8.1e-05 (no unit)
tests ok
```
